\section*{Cooling of Nondegenerate Electrons by Classical Acoustic Phonons}

\section{One electron in a cold crystal}

Take a crystal with no thermal phonons and put into it one electron of wavenumber $k$ in an isotropic parabolic band, $E_k=\hbar^2k^2/2m$. If it is faster than sound, the electron can lose energy by spontaneous emission of phonons. It cannot gain energy. The rate of loss follows from the coupling and one integral.

\paragraph{The coupling.} A local dilatation $\nabla\cdot\mathbf u$ shifts the band edge by $D\,\nabla\cdot\mathbf u$, where $D$ is the deformation potential, an energy. Let the crystal have density $\rho$ and volume $V$, and let longitudinal sound have $\omega=cq$. The displacement is
\begin{equation}
\mathbf u(\mathbf r)=\sum_{\mathbf q}\sqrt{\frac{\hbar}{2\rho V\omega}}\;\hat{\mathbf q}\left(b_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}+b^\dagger_{\mathbf q}e^{-i\mathbf q\cdot\mathbf r}\right).
\end{equation}
The square root gives each mode its proper energy. With $N$ phonons in a mode, $\langle u^2\rangle=\hbar(2N+1)/2\rho V\omega$, so the mean potential energy $\tfrac12\rho V\omega^2\langle u^2\rangle$ is $\tfrac12\hbar\omega(N+\tfrac12)$, half of the oscillator's total. The divergence brings down a factor $q$. The squared matrix element, without the occupation factor, is therefore
\begin{equation}
|M_q|^2=D^2q^2\frac{\hbar}{2\rho V\omega}=\frac{D^2\hbar q}{2\rho Vc}.
\label{M}
\end{equation}
Emission carries the factor $N+1$ and absorption the factor $N$. In the cold crystal $N=0$.

\paragraph{The loss.} Let $\theta$ be the angle between $\mathbf k$ and $\mathbf q$. Energy conservation in emission reads
\begin{equation}
E_{\mathbf k}-E_{\mathbf k-\mathbf q}=\frac{\hbar^2kq\cos\theta}{m}-\frac{\hbar^2q^2}{2m}=\hbar cq .
\end{equation}
For an electron much faster than sound the right side is negligible, so $\cos\theta=q/2k$ and $q$ runs from $0$ to $2k$. Integrating the energy delta function over $\cos\theta$ gives $m/\hbar^2kq$. Each emission removes $\hbar cq$, and
\begin{equation}
\frac{2\pi}{\hbar}|M_q|^2\,\hbar cq=\frac{\pi D^2\hbar q^2}{\rho V}.
\label{weight}
\end{equation}
The sound velocity has cancelled: slower sound carries less energy per phonon but couples more strongly in the same proportion. With $\sum_{\mathbf q}\to V(2\pi)^{-3}\,2\pi\int q^2dq\int d\cos\theta$, the loss rate is
\begin{equation}
P_k=\frac{1}{4\pi^2}\int_0^{2k}q^2\,\frac{\pi D^2\hbar q^2}{\rho}\,\frac{m}{\hbar^2kq}\,dq
=\frac{D^2m}{4\pi\rho\hbar k}\,\frac{(2k)^4}{4}=\frac{D^2mk^3}{\pi\rho\hbar}.
\end{equation}

\paragraph{Many electrons.} Let the electrons have a Maxwell distribution at temperature $T_e$, and put $b=\hbar^2/2mk_BT_e$. Since $\int_0^\infty k^5e^{-bk^2}dk=1/b^3$,
\begin{equation}
\langle k^3\rangle=4\pi\left(\frac b\pi\right)^{3/2}\frac1{b^3}=\frac{4}{\sqrt\pi\,b^{3/2}}=\frac{8\sqrt2}{\sqrt\pi}\,\frac{(mk_BT_e)^{3/2}}{\hbar^3}.
\end{equation}
The loss per electron to a cold crystal is thus
\begin{equation}
P_0=\frac{8\sqrt2}{\pi^{3/2}}\,\frac{D^2m^{5/2}(k_BT_e)^{3/2}}{\rho\hbar^4}.
\label{P0}
\end{equation}

\section{The warm lattice}

Now let the phonons be in equilibrium at temperature $T_l$. They stimulate emission and can also be absorbed. When the phonon energies are small against $k_BT_e$ and $k_BT_l$, emission and absorption nearly cancel. The result to be shown is
\begin{equation}
\boxed{P=\frac{8\sqrt2}{\pi^{3/2}}\,\frac{D^2m^{5/2}k_B^{3/2}}{\rho\hbar^4}\;T_e^{1/2}(T_e-T_l)}
\label{law}
\end{equation}
with $P>0$ for energy leaving the electrons. It equals $P_0(1-T_l/T_e)$. The assumptions are a Maxwell distribution without Pauli blocking, an unscreened scalar coupling, phonons held at $T_l$, and phonon energies small against $k_BT_e$ and $k_BT_l$.

\paragraph{Average over electrons first.} For fixed $\mathbf q$ only the electron velocity $v$ along $\mathbf q$ enters energy conservation:
\begin{align}
\text{emission:}\quad &\hbar qv-\frac{\hbar^2q^2}{2m}=\hbar cq, & v&=c+\frac{\hbar q}{2m},\\
\text{absorption:}\quad &\hbar qv+\frac{\hbar^2q^2}{2m}=\hbar cq, & v&=c-\frac{\hbar q}{2m}.
\end{align}
The density of this velocity component is
\begin{equation}
g(v)=\sqrt{\frac{m}{2\pi k_BT_e}}\;e^{-mv^2/2k_BT_e}.
\end{equation}
Averaging the delta function over $v$ gives $g/\hbar q$ at the required velocity. Emission counts as loss and absorption as gain, so
\begin{equation}
P=\sum_{\mathbf q}\hbar\omega\,\frac{2\pi}\hbar|M_q|^2\frac{1}{\hbar q}\,B_q,
\qquad
B_q=(N+1)\,g\!\left(c+\tfrac{\hbar q}{2m}\right)-N\,g\!\left(c-\tfrac{\hbar q}{2m}\right).
\label{sum}
\end{equation}

\paragraph{The net emission.} Define $x_e=\hbar\omega/k_BT_e$ and $x_l=\hbar\omega/k_BT_l$. Expanding the square in the exponent,
\begin{equation}
\frac{m}{2k_BT_e}\left(c\pm\frac{\hbar q}{2m}\right)^2=\frac{mc^2}{2k_BT_e}\pm\frac{x_e}{2}+\frac{\hbar^2q^2}{8mk_BT_e}.
\end{equation}
The Bose factor $N=1/(e^{x_l}-1)$ can be written symmetrically as
\begin{equation}
N+1=\frac{e^{x_l/2}}{2\sinh(x_l/2)},\qquad N=\frac{e^{-x_l/2}}{2\sinh(x_l/2)}.
\end{equation}
Emission then has the exponent $+(x_l-x_e)/2$ and absorption the opposite one. Their difference is
\begin{equation}
B_q=g\!\left(\tfrac{\hbar q}{2m}\right)e^{-mc^2/2k_BT_e}\,\frac{\sinh[(x_l-x_e)/2]}{\sinh(x_l/2)}.
\label{bracket}
\end{equation}
No expansion has been made so far. The expression vanishes at $T_e=T_l$ for each $q$, as detailed balance requires.

\paragraph{The classical limit.} For small $x_e$ and $x_l$ each hyperbolic sine becomes its argument, and $mc^2\ll k_BT_e$ removes the exponential:
\begin{equation}
B_q\simeq g\!\left(\tfrac{\hbar q}{2m}\right)\frac{x_l-x_e}{x_l}=g\!\left(\tfrac{\hbar q}{2m}\right)\frac{T_e-T_l}{T_e}.
\end{equation}
The weight (\ref{weight}) divided by $\hbar q$ is $\pi D^2q/\rho V$, and $\sum_{\mathbf q}\to V\int q^2dq/2\pi^2$. Hence
\begin{equation}
P=\frac{D^2}{2\pi\rho}\sqrt{\frac{m}{2\pi k_BT_e}}\;\frac{T_e-T_l}{T_e}\int_0^\infty q^3e^{-aq^2}dq,
\qquad a=\frac{\hbar^2}{8mk_BT_e}.
\end{equation}
The integral is $1/2a^2=32m^2(k_BT_e)^2/\hbar^4$. The numerical factors combine to $32/(2\pi\sqrt{2\pi})=8\sqrt2/\pi^{3/2}$, and (\ref{law}) follows.

\paragraph{Where the powers come from.} Warmer electrons reach larger $q$, which gives $T_e^2$ through the integral. Their velocities are spread over a wider range, so fewer satisfy a given resonance condition, which gives $T_e^{-1/2}$. The excess of emission over absorption gives $(T_e-T_l)/T_e$. The product is $T_e^{1/2}(T_e-T_l)$.

Near equilibrium the loss is linear in the temperature difference, with coefficient proportional to $T_l^{1/2}$. For $T_e\gg T_l$ it grows as $T_e^{3/2}$ and approaches the cold-crystal result. If $T_e<T_l$, the sign changes and the lattice heats the electrons.

\section{How classical must the phonons be?}

Put $u=x_l/2$ and $v=x_e/2$; from here on $v$ is this ratio, not a velocity. With $\sinh y\simeq y(1+y^2/6)$,
\begin{equation}
\frac{\sinh(u-v)}{\sinh u}\simeq\left(1-\frac vu\right)\left[1+\frac{(u-v)^2-u^2}{6}\right]
=\left(1-\frac vu\right)\left[1+\frac{v^2-2uv}{6}\right].
\end{equation}
There is no linear term. The ratio equals $e^{-v}-2N\sinh v$. The spontaneous term $e^{-v}$ contributes $-v$, and the $-\tfrac12$ in $N\simeq1/2u-\tfrac12$ contributes $+v$, so the two cancel. The average of $q^2$ with weight $q^3e^{-aq^2}$ is
\begin{equation}
\langle q^2\rangle=\frac{1/a^3}{1/2a^2}=\frac2a=\frac{16mk_BT_e}{\hbar^2},
\end{equation}
so that $\langle v^2\rangle=4mc^2/k_BT_e$ and $\langle uv\rangle=4mc^2/k_BT_l$. Adding the expansion of $e^{-mc^2/2k_BT_e}$ gives the leading shift relative to (\ref{law}):
\begin{equation}
\frac{\delta P}{P}=\frac{mc^2}{k_B}\left[-\frac1{2T_e}+\frac{4}{6T_e}-\frac{8}{6T_l}\right]
=\frac{mc^2}{k_B}\left[\frac1{6T_e}-\frac4{3T_l}\right].
\label{corr}
\end{equation}

This was tested against a calculation in the other order: first the loss of each electron $k$, with full Bose factors and the kinematic limits on $q$, then the Maxwell average. The mass was $0.324\,m_0$, and sound was slowed to $1.35$ km/s to keep higher orders small. For $(T_e,T_l)=(30,20)$ K the shift was $-0.2379\,\%$, against $-0.2384\,\%$ from (\ref{corr}). For $(20,35)$ K, where the electrons gain energy, it was $-0.1160\,\%$ against $-0.1161\,\%$.

\paragraph{A very cold lattice.} If $T_l\to0$ at fixed $T_e$, then $u\to\infty$ and (\ref{corr}) no longer applies. The ratio of hyperbolic sines tends to $e^{-x_e/2}\simeq1-x_e/2$, and a linear correction appears. With
\begin{equation}
\langle q\rangle=\frac{\tfrac38\sqrt\pi\,a^{-5/2}}{\tfrac12a^{-2}}=\frac{3\sqrt\pi}{4}\,\frac{\sqrt{8mk_BT_e}}{\hbar},
\end{equation}
the cold-crystal loss becomes
\begin{equation}
P\simeq P_0\left[1-\frac{3\sqrt{2\pi}}4\sqrt{\frac{mc^2}{k_BT_e}}\,\right].
\end{equation}
The leading law survives, but it is approached more slowly: the error falls as the square root of $mc^2/k_BT_e$.

\section{Ellipsoidal valleys}

Germanium and silicon have electron valleys with a longitudinal mass $m_l$ and a transverse mass $m_t$. Let $\mathbf q$ make an angle $\theta$ with the valley axis and define
\begin{equation}
\frac1{m_q}=\frac{\cos^2\theta}{m_l}+\frac{\sin^2\theta}{m_t}.
\end{equation}
The recoil energy is now $\hbar^2q^2/2m_q$. The velocity components along the principal axes have variances $k_BT_e/m_i$, so the component along $\mathbf q$ has variance $k_BT_e/m_q$. The derivation therefore holds for each direction with $m\to m_q$, and the temperature law is unchanged for a scalar $D$. It remains to average $m_q^{5/2}$.

Let $\mu=\cos\theta$, $\alpha=1/m_t$, $\beta=1/m_t-1/m_l$ and $X=\alpha-\beta\mu^2=1/m_q$. Differentiation gives
\begin{equation}
\frac{d}{d\mu}\frac{\mu}{X^{3/2}}=\frac{3\alpha}{X^{5/2}}-\frac{2}{X^{3/2}},
\qquad
\frac{d}{d\mu}\frac{\mu}{X^{1/2}}=\frac{\alpha}{X^{3/2}}.
\end{equation}
Dividing the first by $3\alpha$ and adding $2/3\alpha^2$ times the second leaves $X^{-5/2}$. At $\mu=1$, $X=1/m_l$, so
\begin{equation}
m_P^{5/2}\equiv\int_0^1\frac{d\mu}{X^{5/2}}=\frac{m_tm_l^{3/2}}3+\frac{2m_t^2m_l^{1/2}}3=m_t\sqrt{m_l}\;\frac{m_l+2m_t}{3}.
\end{equation}
This $m_P$ replaces $m$ in (\ref{law}). For equal masses it reduces to $m$. The density-of-states mass $m_d=(m_lm_t^2)^{1/3}$ is a different average and gives too small a loss.

\section{The cooling curve}

At fixed density each electron holds the mean energy $\tfrac32k_BT_e$. With no heating and a fixed lattice temperature,
\begin{equation}
\frac{dT_e}{dt}=-\frac{2P}{3k_B}=-A\sqrt{T_e}\,(T_e-T_l).
\end{equation}
Here $A$ collects the constants of (\ref{law}) and $2/3k_B$. Let $s=\sqrt{T_e}$. Then $dT_e/dt=2s\,ds/dt$, and
\begin{equation}
2\frac{ds}{dt}=-A(s^2-T_l).
\end{equation}
For $T_e>T_l$ set $s=\sqrt{T_l}\coth\vartheta$. The left side is $-2\sqrt{T_l}\,\dot\vartheta/\sinh^2\vartheta$ and the right side is $-AT_l/\sinh^2\vartheta$. Hence $\dot\vartheta=A\sqrt{T_l}/2$, and
\begin{equation}
T_e(t)=T_l\coth^2\!\left(\vartheta_0+\tfrac12A\sqrt{T_l}\,t\right),\qquad
\coth\vartheta_0=\sqrt{T_e(0)/T_l}.
\label{cool}
\end{equation}
At late times $T_e-T_l=T_l/\sinh^2\vartheta\simeq4T_le^{-2\vartheta}$, an exponential with time constant $1/(A\sqrt{T_l})$.

\section{Germanium at 20 K}

Consider free electrons at $T_e=30$ K in lightly doped germanium at $T_l=20$ K, freed from shallow donors by heat, weak illumination or impact ionization. Rough typical parameters are $m_l=1.58\,m_0$, $m_t=0.082\,m_0$, $D=9$ eV, $\rho=5.32$ g/cm$^3$ and $c=5.4$ km/s. The energy-loss mass is $m_P=0.324\,m_0=2.955\times10^{-31}$ kg, and $D=1.442\times10^{-18}$ J. In SI units the factors of (\ref{law}) are
\begin{align}
D^2&=2.079\times10^{-36}, & m_P^{5/2}&=4.75\times10^{-77},\\
k_B^{3/2}\sqrt{30}\times10&=2.81\times10^{-33}, & \rho\hbar^4&=6.58\times10^{-133}.
\end{align}
With the prefactor $2.032$ this gives
\begin{equation}
P=8.56\times10^{-13}\ \text{W}=5.3\ \text{meV/ns per electron}.
\end{equation}
At the same lattice temperature the law gives $0.92$ meV/ns at $T_e=22$ K and $2.4$ meV/ns at $25$ K.

The cooling coefficient is $A=0.755$ K$^{-1/2}$ ns$^{-1}$. If the heating stops, (\ref{cool}) gives $0.18$ ns to reach $25$ K and $0.63$ ns to reach $21$ K. The final time constant is $1/(0.755\sqrt{20})\approx0.30$ ns. Finite phonon energy, taken alone, lengthens these times by about a tenth.

\paragraph{Phonon energy.} For the single mass $m_P$ the root-mean-square phonon wavenumber is $0.42$ nm$^{-1}$, with an energy corresponding to $17$ K. In the ellipsoidal valleys the mass in $\langle q^2\rangle$ is instead the directional mean of $m_q^{7/2}$ divided by that of $m_q^{5/2}$, or $0.92\,m_0$. This raises the values to $0.71$ nm$^{-1}$ and $29$ K, which is not small against $20$ K. The error is nevertheless moderate because the linear terms cancel: for the single mass $m_P$ the loss falls by $3.7\,\%$ relative to (\ref{law}). Averaged over directions, the reduction is $9.8\,\%$. The correction grows with $m_qc^2$, and the weight $m_q^{5/2}$ favours the heavy directions. If the lattice were very cold, the linear correction with $mc^2/k_B=0.62$ K would be about $27\,\%$ at $T_e=30$ K, even for the single mass. The full reduction is then $24\,\%$ for the single mass and $36\,\%$ for the ellipsoidal valleys.

\paragraph{Anisotropy.} Using $m_d=0.220\,m_0$ in place of $m_P$ would underestimate the loss by a factor of $2.64$. The real coupling also depends on direction and includes transverse phonons. With the rough valley constants $\Xi_d=-7$ eV and $\Xi_u=16$ eV, the longitudinal coupling is $\Xi_d+\Xi_u\cos^2\theta$ and the transverse one $\Xi_u\sin\theta\cos\theta$. Because $c$ cancels, their squares can be added in the classical loss. The result is $0.96$ times that for $D=9$ eV. This closeness belongs to the chosen constants: the pairs $(\Xi_d,\Xi_u)=(-12.3,\,19.3)$ eV and $(-4.43,\,16.8)$ eV give $0.72$ and $1.73$ instead.

\paragraph{Other phonons.} If the Maxwell distribution held at all energies, optical and intervalley phonons would add $14\,\%$ to the acoustic loss at $30$ K. This golden-rule estimate uses constant couplings of $5.5\times10^8$, $3\times10^8$ and $2\times10^7$ eV/cm for phonons of $37$, $27.6$ and $10.3$ meV, all rough. At $30$ K about two thirds of this comes from the $10.3$ meV phonons: their coupling is weak, but far more electrons have enough energy to emit them. Most of the rest comes from the $27.6$ meV phonons. Few electrons can emit these, but their coupling is about five times the acoustic scale $Dq\approx6\times10^7$ eV/cm, and with a Maxwell distribution they would dominate the added loss near $50$ K. At low electron density the added loss is smaller than this estimate. At $10^{14}$ cm$^{-3}$ an electron near $27.6$ meV loses roughly $250$ meV/ns by spontaneous acoustic emission and exchanges only about $100$ meV/ns with the other electrons, so the fast tail is already thinned on the way to the threshold. Emission above the threshold thins it further. A rough steady-state model of diffusion in energy puts the added loss near $8\,\%$, almost all from the $10.3$ meV phonons.

\paragraph{The electron gas.} At a density of $10^{14}$ cm$^{-3}$ the ratio to the effective density of states is $3\times10^{-4}$, so Pauli blocking is negligible. Debye screening lowers the loss by less than $0.1\,\%$. A rough electron--electron collision time is $15$ ps, well below the initial cooling time of $0.24$ ns, which supports the use of one temperature $T_e$ for electrons of thermal energy, though not for the fast tail. In the same rough model the thinned tail also lowers the acoustic loss at given mean energy, by about $4\,\%$ at this density and about $11\,\%$ at $10^{13}$ cm$^{-3}$. The electrons' heat capacity is of order $10^{-4}$ of that of the phonon modes they mainly use, so a single cooling event barely warms those modes. Continuous heating could do so if the phonons escape slowly.

\paragraph{Beside a real crystal.} Free carriers in cold, lightly doped germanium also occur in cryogenic photoconductors, though the temperature and carrier density there can differ widely from those assumed here. Germanium is nonpolar, so the piezoelectric and polar-optical losses of compounds such as gallium arsenide are absent. Finite phonon energy lowers the loss by about $10\,\%$. Optical and intervalley phonons raise it, by $14\,\%$ if the fast tail is Maxwellian and by less if it is thinned. The uncertainty of $D$ matters at least as much, since an error of $10\,\%$ in $D$ changes $P$ by about $20\,\%$. Capture by impurities, which also removes energy and carriers, is left out. A loss of roughly $5$ meV/ns is as much as the model supports, and the valley constants tried above spread the classical value from about $4$ to $9$ meV/ns. The remaining values are in the numerical output.

\section*{Computed results}
\begin{verbatim}
Germanium, rough typical parameters
longitudinal, transverse mass: 1.580, 0.082 m0
deformation potential D: 9.0 eV
crystal density: 5.32 g/cm3
sound velocity: 5.40 km/s
Te, Tl: 30, 20 K
electron density: 1.0e+14 cm^-3
relative permittivity: 16.0
density-of-states mass, one valley: 0.2198 m0
energy-loss mass: 0.3244 m0
numerical prefactor: 2.0318
loss per electron: 8.561e-13 W
loss per electron: 5.344 meV/ns
loss at Te = 22 K: 0.915 meV/ns
loss at Te = 25 K: 2.439 meV/ns
loss at Te = 30 K: 5.344 meV/ns
loss at Te = 35 K: 8.658 meV/ns
excess energy / initial loss: 0.242 ns
cooling coefficient A: 0.7548 K^-1/2 ns^-1
time to reach 25 K: 0.176 ns
time to reach 21 K: 0.626 ns
Checks of the law, sound slowed to c/4
Te 30, Tl 20 K: shift -0.2379 %, predicted -0.2384 %
Te 60, Tl 20 K: shift -0.2484 %, predicted -0.2492 %
Te 20, Tl 35 K: shift -0.1160 %, predicted -0.1161 %
Te 300, Tl 100 K: shift -0.0498 %, predicted -0.0498 %
Neglected effects
m c^2/kB, energy-loss mass: 0.624 K
rms phonon wavenumber: 0.420 nm^-1
its phonon energy / kB: 17.31 K
finite phonon energy, single mass: -3.70 %
same, averaged over directions: -9.82 %
ellipsoid / density-of-states-mass loss: 2.644
Xi_d, Xi_u (rough): -7.0, 16.0 eV
anisotropic / scalar coupling loss: 0.963
branch 37.0 meV: 5.5e+08 eV/cm, final valleys 1
branch 27.6 meV: 3.0e+08 eV/cm, final valleys 3
branch 10.3 meV: 2.0e+07 eV/cm, final valleys 3
optical+intervalley / acoustic loss: 14.02 %
the two losses are equal at Te = 48.5 K
degeneracy n/Nc: 3.06e-04
screening reduces loss by: 0.099 %
electron / phonon-mode heat capacity: 1.20e-04
electron-electron time (rough): 15 ps
\end{verbatim}
